# Electromigration Wind Force from Electronic Friction in the Moving Frame: test program

```python
"""
Result under test: the wind force on a fixed impurity in jellium is
    F_wind = eta * v_drift,
where -eta*u is the force on the impurity moving slowly at velocity u
through the same electron gas at rest. For independent electrons
    eta = n * hbar * k_F * sigma_tr(k_F),
n = electron density, k_F = Fermi wave number, sigma_tr = transport cross
section. Internal work uses atomic units (hbar = m_e = e = 1).
The impurity potential is V(r) = -charge * exp(-kappa*r)/r.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---- Frame identity: two interacting electrons on a ring ---------------
def compare_frames(nonparabolicity):
    """Forces on a fixed impurity in a drifting pair of electrons and on a
    moving impurity in the pair at rest; returns mismatch, peak, speed."""
    length, points, dt, steps = 20.0, 96, 0.02, 200
    x = np.arange(points) * length / points
    q = 2 * np.pi * np.fft.fftfreq(points, length / points)
    root = np.sqrt(1 + 2 * nonparabolicity * q**2)
    energy = q**2 / (1 + root)      # equals q^2/2 for a parabolic band
    velocity = q / root
    chord = length / np.pi * np.sin(np.pi * x / length)
    repulsion = 1 / np.sqrt(1 + chord**2)
    kinetic = np.fft.ifft(2 * energy[:, None]
                          * np.fft.fft(np.eye(points), axis=0), axis=0).real
    ground = np.linalg.eigh(kinetic + np.diag(repulsion))[1][:, 0]
    i, j = np.indices((points, points))
    at_rest = ground[(i - j) % points] / np.sqrt(points)
    pair_energy = repulsion[(i - j) % points]
    boost = 2 * np.pi * 3 / length
    drifting = at_rest * np.exp(1j * boost * (x[i] + x[j]))
    occupation = (abs(np.fft.fft2(drifting))**2).sum(axis=1)
    speed = (occupation * velocity).sum() / occupation.sum()
    hop = np.exp(-1j * dt * (energy[:, None] + energy[None, :]))

    def impurity(position):
        angle = 2 * np.pi * (x - position) / length
        well = -np.exp(10 * (np.cos(angle) - 1))
        slope = -well * 10 * 2 * np.pi / length * np.sin(angle)
        return well, slope

    def run(psi, impurity_speed):
        psi = psi.astype(complex)
        forces = []
        well, slope = impurity(length / 2)
        for step in range(1, steps + 1):
            psi = psi * np.exp(-0.5j * dt * (well[:, None] + well[None, :]
                                             + pair_energy))
            psi = np.fft.ifft2(hop * np.fft.fft2(psi))
            well, slope = impurity(length / 2 + impurity_speed * step * dt)
            psi = psi * np.exp(-0.5j * dt * (well[:, None] + well[None, :]
                                             + pair_energy))
            density = 2 * (abs(psi)**2).sum(axis=1)
            forces.append((density * slope).sum())
        return np.array(forces)

    fixed = run(drifting, 0.0)
    moving = run(at_rest, -speed)
    peak = abs(fixed).max()
    return abs(fixed - moving).max() / peak, peak, speed, boost


mismatch, peak_force, ring_speed, ring_boost = compare_frames(0.0)
band_mismatch = compare_frames(0.5)[0]
assert abs(ring_speed - ring_boost) < 1e-6
assert mismatch < 1e-5
assert band_mismatch > 0.02     # identity fails for a non-parabolic band


# ---- Scattering by the screened impurity -------------------------------
def partial_waves(k, charge, kappa, lmax=14, rmax=18.0, nodes=(), tol=1e-10):
    """Phase shifts and radial functions u_l -> sin(kr - l*pi/2 + delta_l).
    The equation is integrated for w = u / r^(l+1)."""
    k = np.atleast_1d(k).astype(float)[:, None]
    l = np.arange(lmax + 1)[None, :]
    shape = (2, k.shape[0], lmax + 1)
    r0 = 1e-3
    a1 = -charge / (l + 1) + 0 * k
    a2 = (-2 * charge * a1 + 2 * charge * kappa - k**2) / (2 * (2 * l + 3))
    start = np.array([1 + a1 * r0 + a2 * r0**2, a1 + 2 * a2 * r0])

    def slope(r, y):
        w, dw = y.reshape(shape)
        pull = k**2 + 2 * charge * np.exp(-kappa * r) / r
        return np.array([dw, -2 * (l + 1) / r * dw - pull * w]).ravel()

    radii = np.append(np.asarray(nodes, float), rmax)
    sol = solve_ivp(slope, (r0, rmax), start.ravel(), method="DOP853",
                    t_eval=radii, rtol=tol, atol=1e-60)
    assert sol.success
    w, dw = sol.y.reshape(shape + (len(radii),))
    u = w[..., -1]
    du = dw[..., -1] + (l + 1) / rmax * u
    z = k * rmax + 0 * l
    order = l + np.zeros(z.shape, dtype=int)
    jn, yn = spherical_jn(order, z), spherical_yn(order, z)
    s, c = z * jn, -z * yn
    ds = jn + z * spherical_jn(order, z, derivative=True)
    dc = -yn - z * spherical_yn(order, z, derivative=True)
    sine = ds * u - s * du / k
    cosine = c * du / k - dc * u
    delta = np.arctan2(sine, cosine)
    size = np.hypot(sine, cosine)
    scale = (radii[:-1] / rmax)**(l[..., None] + 1)
    return delta, w[..., :-1] * scale / size[..., None]


def cross_section(k, charge, kappa, **options):
    delta = partial_waves(k, charge, kappa, **options)[0]
    l = np.arange(delta.shape[1] - 1)
    total = ((l + 1) * np.sin(delta[:, :-1] - delta[:, 1:])**2).sum(axis=1)
    return 4 * np.pi * total / np.atleast_1d(k)**2


def friedel_kappa(k_fermi, mass=1.0, **options):
    """Screening constant for which the displaced charge equals +1."""
    def excess(kappa):
        delta = partial_waves(k_fermi, mass, kappa, **options)[0][0]
        return 2 / np.pi * ((2 * np.arange(len(delta)) + 1) * delta).sum() - 1
    return brentq(excess, 0.6, 3.0, xtol=1e-9)


def friction(k_fermi, sigma):
    return k_fermi**4 * sigma / (3 * np.pi**2)


# ---- Example inputs: rough values for an aluminium interconnect --------
density = 1.8e29            # 1/m^3
resistivity = 4.7e-8        # ohm m
current = 1.0e10            # A/m^2
temperature = 473.0         # K
jump = 0.29e-9              # m, rough neighbour distance
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
kf = (3 * np.pi**2 * density * bohr**3)**(1 / 3)
kappa = friedel_kappa(kf)
phases = partial_waves(kf, 1.0, kappa)[0][0]
sigma = cross_section(kf, 1.0, kappa)[0]
eta = friction(kf, sigma)

fine = dict(lmax=18, rmax=24.0, tol=1e-11)
kappa_fine = friedel_kappa(kf, **fine)
eta_fine = friction(kf, cross_section(kf, 1.0, kappa_fine, **fine)[0])
convergence = eta_fine / eta - 1
assert abs(convergence) < 1e-4

# Force from the electron density of one scattering state, by quadrature,
# against the momentum-transfer rate k^2 * sigma_tr.
edges = [1e-3, 0.1, 1.0, 3.0, 6.0, 10.0, 17.9]
panels = [gauss(a, b, 24) for a, b in zip(edges[:-1], edges[1:])]
r = np.concatenate([p[0] for p in panels])
wr = np.concatenate([p[1] for p in panels])
delta, waves = partial_waves(kf, 1.0, kappa, nodes=r)
mu, wmu = gauss(-1, 1, 48)
orders = np.arange(delta.shape[1])
factors = (2 * orders + 1) * 1j**orders * np.exp(1j * delta[0])
legendre = np.polynomial.legendre.legvander(mu, orders[-1])
psi = np.einsum("l,lr,ml->rm", factors, waves[0], legendre) / (kf * r[:, None])
gradient = np.exp(-kappa * r) * (1 / r**2 + kappa / r)
state_force = 2 * np.pi * np.sum(wr * r**2 * gradient
                                 * (abs(psi)**2 @ (wmu * mu)))
transfer_rate = kf**2 * sigma
assert abs(state_force / transfer_rate - 1) < 1e-4


# ---- Force of a Fermi sphere displaced by a finite drift ---------------
def displaced_sphere_force(drift, section):
    """Sum of k_z * k * sigma_tr over the displaced sphere; full spherical
    shells cancel, so only |k - k_F| < drift contributes."""
    k, w = gauss(kf - drift, kf + drift, 16)
    edge = (k**2 + drift**2 - kf**2) / (2 * k * drift)
    return np.sum(w * k**4 * section(k) * (1 - edge**2)) / (4 * np.pi**2)


def full_section(k):
    return cross_section(k, 1.0, kappa)


deviation = [displaced_sphere_force(f * kf, full_section) / (eta * f * kf) - 1
             for f in (0.1, 0.05)]
assert abs(deviation[1]) < 0.01
assert abs(deviation[1]) < 0.3 * abs(deviation[0]) + 1e-6


# ---- Weak scattering: drifting gas against moving impurity -------------
def born_section(k):
    c, w = gauss(-1, 1, 80)
    q2 = 2 * np.atleast_1d(k)[:, None]**2 * (1 - c)
    return 2 * np.pi * ((1 - c) * (2 / (q2 + kappa**2))**2) @ w


def pair_creation_force(speed):
    """Energy loss per path length of an impurity moving through the gas at
    rest, from electron-hole pairs allowed by the Pauli principle."""
    q, wq = gauss(0, 2 * (kf + speed), 600)
    t, wt = gauss(0, 1, 300)
    omega = q[:, None] * speed * t
    low = (omega / q[:, None] - q[:, None] / 2) / kf
    high = (omega / q[:, None] + q[:, None] / 2) / kf
    pairs = (np.maximum(1 - low**2, 0) - np.maximum(1 - high**2, 0))
    pairs = pairs * kf**2 / (4 * np.pi**2 * q[:, None])
    inner = (omega * pairs) @ wt * q * speed
    coupling = (4 * np.pi / (q**2 + kappa**2))**2
    return np.sum(wq * q * coupling * inner) / (2 * np.pi * speed**2)


born_drift = displaced_sphere_force(0.3 * kf, born_section)
born_moving = pair_creation_force(0.3 * kf)
assert abs(born_drift / born_moving - 1) < 1e-3
eta_born = friction(kf, born_section(kf)[0])
slow_ratio = pair_creation_force(0.02 * kf) / (0.02 * kf * eta_born)
assert abs(slow_ratio - 1) < 5e-3

# ---- Worked example in laboratory units --------------------------------
v_fermi = sc.hbar * kf / bohr / sc.m_e
fermi_energy = kf**2 / 2 * hartree / sc.e
eta_si = eta * sc.hbar / bohr**2
sigma_si = sigma * bohr**2
drift = -current / (density * sc.e)
field = resistivity * current
wind = eta_si * drift
valence = wind / (sc.e * field)
tau = sc.m_e / (density * sc.e**2 * resistivity)
path = v_fermi * tau
path_valence = -density * path * sigma_si
assert abs(valence / path_valence - 1) < 1e-6
bias = abs(wind) * jump / (sc.k * temperature)

# ---- Size of neglected effects -----------------------------------------
kt = sc.k * temperature / hartree
ef = kf**2 / 2
chemical = ef * (1 - np.pi**2 / 12 * (kt / ef)**2)
s = np.linspace(-14, 14, 37)
energies = chemical + s * kt
ks = np.sqrt(2 * energies)
sections = full_section(ks)


def thermal_shift(power):
    """Relative change of force per drift speed for tau ~ energy^power."""
    weight = energies**power / np.cosh(s / 2)**2
    ratio = np.sum(weight * ks**4 * sections) / np.sum(weight * ks**3)
    return ratio / (kf * sigma) - 1


smear, tau_shift = thermal_shift(0.0), thermal_shift(1.5)
assert abs(smear) < 0.01 and abs(tau_shift) < 0.01
nonlinear = deviation[1] / 0.05**2 * (drift / v_fermi)**2
kappa_tf = np.sqrt(4 * kf / np.pi)
tf_shift = friction(kf, cross_section(kf, 1.0, kappa_tf)[0]) / eta - 1
kappa_mass = friedel_kappa(kf, mass=1.1)
mass_shift = friction(kf, cross_section(kf, 1.1, kappa_mass)[0]) / eta - 1
k_low = kf * 0.7**(1 / 3)
kappa_low = friedel_kappa(k_low)
low_shift = friction(k_low, cross_section(k_low, 1.0, kappa_low)[0]) / eta - 1

print(f"Ring: drift speed {ring_speed:.4f} a.u.")
print(f"Ring: peak force on fixed impurity {peak_force:.4f} a.u.")
print(f"Ring: relative mismatch of frames, parabolic {mismatch:.1e}")
print(f"Ring: relative mismatch, non-parabolic band {band_mismatch:.3f}")
print(f"One state: force from density {state_force:.6f} a.u.")
print(f"One state: k^2 sigma_tr {transfer_rate:.6f} a.u.")
print(f"Born, 0.3 v_F: force, drifting gas {born_drift:.6f} a.u.")
print(f"Born, 0.3 v_F: force, moving impurity {born_moving:.6f} a.u.")
print(f"Born, 0.02 v_F: pair force/(eta_Born u) {slow_ratio:.5f}")
print(f"Shifted sphere 0.10 v_F: F/(eta v)-1 = {deviation[0]:.3e}")
print(f"Shifted sphere 0.05 v_F: F/(eta v)-1 = {deviation[1]:.3e}")
print(f"Input electron density {density * 1e-6:.2e} cm^-3")
print(f"Input resistivity {resistivity * 1e8:.2f} microohm cm")
print(f"Input current density {current * 1e-10:.2f} MA/cm2")
print(f"Input temperature {temperature:.0f} K")
print(f"Input jump length {jump * 1e9:.2f} nm")
print(f"Fermi wave number {kf / bohr * 1e-9:.3f} nm^-1")
print(f"Fermi velocity {v_fermi:.3e} m/s")
print(f"Fermi energy {fermi_energy:.2f} eV")
print(f"Friedel screening constant {kappa / bohr * 1e-9:.3f} nm^-1")
print(f"Screening length {bohr / kappa * 1e9:.4f} nm")
for order in range(4):
    print(f"Phase shift l={order}: {phases[order]:.4f} rad")
print(f"Transport cross section {sigma_si * 1e18:.5f} nm2")
print(f"Friction coefficient {eta:.4f} a.u. = {eta_si:.3e} kg/s")
print(f"Convergence shift of friction {convergence:.1e} (relative)")
print(f"Born friction / full friction {eta_born / eta:.3f}")
print(f"Electron drift velocity along field {drift:.4f} m/s")
print(f"Electric field {field * 1e-2:.2f} V/cm")
print(f"Wind force along field {wind:.3e} N = {wind / sc.e * 1e-9:.3e} eV/nm")
print(f"Relaxation time {tau * 1e15:.2f} fs")
print(f"Mean free path {path * 1e9:.2f} nm")
print(f"Wind valence from force {valence:.2f}")
print(f"Wind valence from -n l sigma_tr {path_valence:.2f}")
print(f"Work over one jump / kT {bias:.2e}")
print(f"Neglected: thermal smearing {100 * smear:.4f} %")
print(f"Neglected: tau ~ energy^1.5 and smearing {100 * tau_shift:.4f} %")
print(f"Neglected: drift nonlinearity {nonlinear:.1e} (relative)")
print(f"Neglected: screening length/path {bohr / kappa / path:.4f}")
print(f"Neglected: bare direct/wind force {1 / abs(valence):.4f}")
print(f"Thomas-Fermi constant {kappa_tf / bohr * 1e-9:.3f} nm^-1")
print(f"Friction change, Thomas-Fermi screening {100 * tf_shift:.1f} %")
print(f"Friction change, band mass +10 % {100 * mass_shift:.1f} %")
print(f"Friction change, local density -30 % {100 * low_shift:.1f} %")
print("PASS")
```

Printed output:

```
Ring: drift speed 0.9425 a.u.
Ring: peak force on fixed impurity 0.1238 a.u.
Ring: relative mismatch of frames, parabolic 3.2e-14
Ring: relative mismatch, non-parabolic band 0.823
One state: force from density 6.813550 a.u.
One state: k^2 sigma_tr 6.813563 a.u.
Born, 0.3 v_F: force, drifting gas 0.027405 a.u.
Born, 0.3 v_F: force, moving impurity 0.027405 a.u.
Born, 0.02 v_F: pair force/(eta_Born u) 0.99986
Shifted sphere 0.10 v_F: F/(eta v)-1 = -2.930e-03
Shifted sphere 0.05 v_F: F/(eta v)-1 = -7.319e-04
Input electron density 1.80e+23 cm^-3
Input resistivity 4.70 microohm cm
Input current density 1.00 MA/cm2
Input temperature 473 K
Input jump length 0.29 nm
Fermi wave number 17.468 nm^-1
Fermi velocity 2.022e+06 m/s
Fermi energy 11.62 eV
Friedel screening constant 23.431 nm^-1
Screening length 0.0427 nm
Phase shift l=0: 0.9407 rad
Phase shift l=1: 0.1388 rad
Phase shift l=2: 0.0287 rad
Phase shift l=3: 0.0068 rad
Transport cross section 0.02233 nm2
Friction coefficient 0.1966 a.u. = 7.404e-15 kg/s
Convergence shift of friction -2.0e-08 (relative)
Born friction / full friction 0.519
Electron drift velocity along field -0.3468 m/s
Electric field 4.70 V/cm
Wind force along field -2.567e-15 N = -1.603e-05 eV/nm
Relaxation time 4.19 fs
Mean free path 8.48 nm
Wind valence from force -34.10
Wind valence from -n l sigma_tr -34.10
Work over one jump / kT 1.14e-04
Neglected: thermal smearing -0.0015 %
Neglected: tau ~ energy^1.5 and smearing -0.0070 %
Neglected: drift nonlinearity -8.6e-15 (relative)
Neglected: screening length/path 0.0050
Neglected: bare direct/wind force 0.0293
Thomas-Fermi constant 20.501 nm^-1
Friction change, Thomas-Fermi screening 16.2 %
Friction change, band mass +10 % 11.6 %
Friction change, local density -30 % -9.7 %
PASS
```
